# The quasichemical pair approximation is exact for a binary chain

## Definitions and conventions

A ring of \(N\) equivalent sites with spacing \(a\) holds \(N_A=xN\) atoms A and \(N_B=(1-x)N\) atoms B, with \(0<x<1\). Only nearest neighbours interact, with finite energies \(e_{AA}\), \(e_{AB}=e_{BA}\) and \(e_{BB}\). The chain is in equilibrium at temperature \(T>0\). Define

\[
W=e_{AB}-\tfrac12(e_{AA}+e_{BB}),\qquad \eta=e^{2W/kT},\qquad q=x(1-x).
\]

Negative \(W\) favours unlike neighbours; positive \(W\) favours like ones.

Let \(y\) be the probability that a site holds A and its right neighbour B. Every run of A atoms on a ring has one left and one right end, so BA pairs are as frequent as AB pairs. The pair probabilities are therefore

\[
y_{AB}=y_{BA}=y,\qquad y_{AA}=x-y,\qquad y_{BB}=1-x-y .
\]

If \(P_{AB}(r)\) is the probability of A at one site and B at a site \(r\) spacings to the right, the Warren–Cowley parameter is \(\alpha_r=1-P_{AB}(r)/q\). It is zero for a random alloy and negative when unlike pairs are in excess.

The quasichemical approximation treats bonds as independent objects. With \(z\) neighbours per site there are \(z/2\) bonds per site, and distributing them over the four pair types gives an entropy \(-(z/2)k\sum y_{ij}\ln y_{ij}\). For random pairs, \(y_{ij}=x_ix_j\), this equals \(-zk\sum x_i\ln x_i\), whereas the correct value is \(-k\sum x_i\ln x_i\). Adding the difference gives

\[
\frac{s}{k}=(z-1)\sum_i x_i\ln x_i-\frac z2\sum_{ij}y_{ij}\ln y_{ij}. \tag{1}
\]

The claim is that for the chain, \(z=2\), this entropy and its consequences are exact as \(N\to\infty\), and that they allow no ordering transition at \(T>0\).

## First derivation: counting blocks

Let the ring contain \(m\) unbroken blocks of A, and hence \(m\) blocks of B. A block of \(l\) atoms has \(l-1\) internal bonds, so there are \(N_A-m\) AA bonds, \(N_B-m\) BB bonds and \(2m\) unlike bonds. The energy is

\[
E=(N_A-m)e_{AA}+(N_B-m)e_{BB}+2me_{AB}
=N_Ae_{AA}+N_Be_{BB}+2mW .
\]

To count the arrangements, mark one A block and choose its first site in \(N\) ways. The \(N_A\) atoms can be divided into \(m\) non-empty ordered blocks in \(\binom{N_A-1}{m-1}\) ways, because one chooses \(m-1\) cuts among \(N_A-1\) gaps. The same holds for B. Each arrangement has been counted \(m\) times, once for each block that could carry the mark:

\[
g=\frac Nm\binom{N_A-1}{m-1}\binom{N_B-1}{m-1}. \tag{2}
\]

Put \(m=yN\) and use \(\ln n!\simeq n\ln n-n\). At fixed \(y\) the prefactor and the shifts by one change \(\ln g\) only by a bounded amount, and the terms dropped from Stirling's formula are of order \(\ln N\). Both vanish after division by \(N\). The A factor gives

\[
\frac1N\ln\binom{N_A}{m}\to x\ln x-y\ln y-(x-y)\ln(x-y),
\]

where the \(\ln N\) terms cancel because \(x-y-(x-y)=0\). Adding the B factor,

\[
\frac sk=x\ln x+(1-x)\ln(1-x)-2y\ln y-(x-y)\ln(x-y)-(1-x-y)\ln(1-x-y).
\]

This is equation (1) at \(z=2\), obtained without treating bonds as independent.

The partition function is a sum over \(m\) of \(g\,e^{-E/kT}\sim e^{-Nf/kT}\), with

\[
f=xe_{AA}+(1-x)e_{BB}+2yW-Ts .
\]

There are at most \(N\) terms, so the largest fixes the free energy per site in the limit. Differentiation gives

\[
\frac{\partial f}{\partial y}=2W-kT\ln\frac{(x-y)(1-x-y)}{y^2},
\]
\[
\frac{\partial^2f}{\partial y^2}=kT\left[\frac2y+\frac1{x-y}+\frac1{1-x-y}\right]>0 .
\]

The first derivative runs from \(-\infty\) at \(y\to0\) to \(+\infty\) at \(y\to\min(x,1-x)\). There is thus one minimum, where

\[
(x-y)(1-x-y)=\eta y^2. \tag{3}
\]

This is the quasichemical law. Its left side expands to \(q-y+y^2\), so \((\eta-1)y^2+y-q=0\). With

\[
R=\sqrt{1+4q(\eta-1)}=\sqrt{(1-2x)^2+4q\eta},
\]

the roots are \((-1\pm R)/[2(\eta-1)]\). Since \(R^2-1=4q(\eta-1)\), they can be rewritten as \(2q/(1+R)\) and \(2q/(1-R)\). For \(\eta>1\) the second is negative. For \(\eta<1\), the bound \(R>|1-2x|\) makes it larger than \(\max(x,1-x)\), which is impossible for \(y\). Hence

\[
y=\frac{2q}{1+R},\qquad \alpha_1=1-\frac yq=\frac{R-1}{R+1}. \tag{4}
\]

At \(\eta=1\) the equation is linear and gives \(y=q\), in agreement with (4). At \(x=1/2\), \(R=e^{W/kT}\) and \(\alpha_1=\tanh(W/2kT)\).

The count also gives the order at larger distances. At fixed \(m\) all divisions into blocks are equally likely, so a given A block has length \(l\) with probability

\[
p_l=\binom{N_A-l-1}{m-2}\bigg/\binom{N_A-1}{m-1}.
\]

Thus \(p_1=(m-1)/(N_A-1)\to y/x\), and \(p_{l+1}/p_l\to1-y/x\) at fixed \(l\). Fixing finitely many other blocks does not change these limits. An A is therefore followed by B with probability \(y/x\), whatever came before; similarly, a B is followed by A with probability \(y/(1-x)\).

Let \(u_r\) be the probability of A at distance \(r\) from a given A. Then

\[
u_{r+1}=u_r\left(1-\frac yx\right)+(1-u_r)\frac y{1-x}
=\alpha_1u_r+\frac y{1-x},
\]

because \(y/x+y/(1-x)=y/q=1-\alpha_1\). The fixed point is \(u=x\), and \(u_0=1\), so \(u_r=x+(1-x)\alpha_1^r\). From \(P_{AB}(r)=x(1-u_r)=q(1-\alpha_1^r)\),

\[
\alpha_r=\alpha_1^r. \tag{5}
\]

## Second derivation: the transfer matrix

Now let the composition fluctuate under a chemical potential \(\mu\) for A relative to B. With \(c_A=1\) and \(c_B=0\), share each site's term between its two bonds:

\[
M_{ij}=\exp\left[-\frac{e_{ij}-\mu(c_i+c_j)/2}{kT}\right].
\]

The grand partition function is \(\operatorname{Tr}M^N=\lambda_1^N+\lambda_2^N\). The matrix is symmetric with positive entries. Its trace is positive and its discriminant \((M_{AA}-M_{BB})^2+4M_{AB}^2\) is strictly positive, so \(\lambda_1>|\lambda_2|\). Let \(v\) be the normalised leading eigenvector, with positive components. For a long ring,

\[
y_{ij}=\frac{M_{ij}(M^{N-1})_{ji}}{\operatorname{Tr}M^N}\to\frac{v_iM_{ij}v_j}{\lambda_1},
\]

and summing over \(j\) gives \(x_i=v_i^2\). In the following ratio the eigenvector components and \(\lambda_1\) cancel:

\[
\frac{y_{AB}^2}{y_{AA}y_{BB}}=\frac{M_{AB}^2}{M_{AA}M_{BB}}
=e^{-(2e_{AB}-e_{AA}-e_{BB})/kT}=\frac1\eta .
\]

The chemical potential cancels too, since \(M_{AB}^2\) and \(M_{AA}\) each contain \(e^{\mu/kT}\). This is equation (3), reached without an entropy or a minimisation.

The eigenvectors are \(v=(\sqrt x,\sqrt{1-x})\) and \(w=(\sqrt{1-x},-\sqrt x)\). Inserting \(M^r=\lambda_1^rvv^{T}+\lambda_2^rww^{T}\),

\[
P_{AB}(r)=\frac{v_A(M^r)_{AB}v_B}{\lambda_1^r}
=q-q\left(\frac{\lambda_2}{\lambda_1}\right)^r .
\]

Hence \(\alpha_r=(\lambda_2/\lambda_1)^r\). The case \(r=1\) identifies \(\lambda_2/\lambda_1\) with \(\alpha_1\), and (5) follows.

The free energies agree as well. Taking the logarithm of \(y_{ij}\), multiplying by \(y_{ij}\) and summing gives

\[
\sum_{ij} y_{ij}\ln y_{ij}=\sum_i x_i\ln x_i-\frac{u-\mu x}{kT}-\ln\lambda_1,
\]

where \(u=\sum y_{ij}e_{ij}\) is the energy per site. With (1) at \(z=2\), this becomes \(-kT\ln\lambda_1=u-Ts-\mu x\), or \(f=\mu x-kT\ln\lambda_1\).

## Why there is no transition

At \(T>0\), \(\eta\) is positive and finite, so \(0<R<\infty\) and \(|\alpha_1|<1\). Correlations decay exponentially, with length \(\xi=-a/\ln|\alpha_1|\) when \(\alpha_1\ne0\).

The covariance of A occupations at distance \(r\) is \(x-P_{AB}(r)-x^2=q\alpha_r\). Summing over both directions with phase \(\kappa\) per site gives the structure factor \(S(\kappa)\). The uniform and alternating cases are geometric series:

\[
S(0)=q\frac{1+\alpha_1}{1-\alpha_1}=qR,\qquad
S(\pi)=q\frac{1-\alpha_1}{1+\alpha_1}=\frac qR .
\]

Both are finite. Moreover, \(dx/d\mu=S(0)/kT\), because the response of a mean to its conjugate field is its variance divided by \(kT\). Since \(\mu=df/dx\),

\[
\frac{d^2f}{dx^2}=\frac{kT}{qR}>0 .
\]

A strictly convex free energy has no common tangent, so the chain does not separate into two phases.

For alternating order, apply \(\mu+h\) and \(\mu-h\) on successive sites. The product \(G\) of two successive bond matrices has positive entries and discriminant \((G_{11}-G_{22})^2+4G_{12}G_{21}>0\). Its leading eigenvalue is therefore analytic in \(T>0\), \(\mu\) and \(h\). Reversing \(h\) shifts the chain by one site and leaves this eigenvalue unchanged, so its derivative with respect to \(h\) vanishes at \(h=0\). No alternating order survives removal of the field.

The zero-temperature limit is different. For \(W<0\), \(\eta\to0\) and

\[
\alpha_1\to\frac{|1-2x|-1}{|1-2x|+1}.
\]

At \(x=1/2\) this is \(-1\): the chain alternates perfectly at \(T=0\), and at low temperature \(\xi\simeq(a/2)e^{|W|/kT}\). At \(x=0.3\) it is \(-0.429\). Equation (4) then gives \(y=0.3\), so every A is isolated, but the B blocks have varied lengths and destroy long-range order. For \(W>0\), \(R\to\infty\) and \(\alpha_1\to1\), which is phase separation at \(T=0\).

## What each derivation assumes

Both derivations assume equilibrium, an infinite chain and finite nearest-neighbour energies. Counting fixes the composition, and works because the energy depends on the arrangement through the single number \(m\). The transfer matrix fixes \(\mu\) instead, and the argument given here relies on positive weights of finite range, which are sufficient but not always necessary. A second-neighbour energy spoils the first argument and equation (3), but the second can be extended by using pairs of sites as states, or longer groups for longer ranges. Some power of the larger matrix has only positive entries, so its leading eigenvalue again exceeds all others in magnitude, and there is still no long-range order at \(T>0\).

The role of \(z=2\) appears when (1) is used at other coordinations. Take \(x=1/2\), \(W<0\) and two sublattices with A fractions \(1/2\pm\delta\). Write the pair probabilities as \(y_{AB}=t+\delta\), \(y_{BA}=t-\delta\) and \(y_{AA}=y_{BB}=1/2-t\). To second order, \(\sum y_{ij}\ln y_{ij}\) gains \(\delta^2/t\) and \(\sum x_i\ln x_i\) gains \(2\delta^2\). The shift of \(t\) from its minimum contributes at order \(\delta^4\). At \(\delta=0\) the energy and the pair entropy both carry the factor \(z/2\), so minimising over \(t\) again leads to (3), which gives \(t=1/[2(1+e^{W/kT})]\), so the coefficient of \(\delta^2\) in \(f/kT\) is

\[
\frac z{2t}-2(z-1)=z(1+e^{W/kT})-2(z-1)=ze^{W/kT}-(z-2).
\]

It vanishes at \(kT_c=|W|/\ln[z/(z-2)]\) for \(z>2\). This presumes that every bond joins the two sublattices, as on the square or simple cubic lattice; it does not apply to the triangular lattice or to the fcc cation lattice of III–V alloys. For \(z=2\) it is \(2e^{W/kT}\), positive at every \(T>0\).

Bragg–Williams theory, which unlike the pair approximation neglects even nearest-neighbour correlations, fails on the chain. Its unlike fraction is \((1/2+\delta)^2+(1/2-\delta)^2=1/2+2\delta^2\), so the quadratic part of \(f\) is \(2(W+kT)\delta^2\). It predicts a false transition at \(kT=|W|\).

## A row of sites during epitaxy

Consider a row of cation sites on a growing surface, with \(x=0.5\), \(T=900\) K, \(W=-60\) meV and \(a=0.4\) nm. Then \(kT=77.56\) meV and

\[
\eta=e^{-120/77.56}=0.213,\quad R=\sqrt{0.2128}=0.461,
\]
\[
y=\frac{0.5}{1.461}=0.342,\quad \alpha_1=\frac{-0.539}{1.461}=-0.369 .
\]

The transfer matrix gives the same \(\alpha_1\). About 68% of bonds join unlike atoms, against 50% in a random row. The order is short-ranged: \(\alpha_2=0.136\), \(\alpha_3=-0.050\) and \(\xi=0.40\) nm, one spacing. The alternating structure factor is \(0.25/0.461=0.542\), about twice the random value 0.25. There is no Bragg peak at the doubled period, and the averaged potential of the row keeps period \(a\); it supplies no coherent doubled period to fold the electron bands.

At the same \(T\) and \(W\) but \(x=0.3\), \(R=0.582\) and \(\alpha_1=-0.264\). For \(W=-60\) meV and \(x=1/2\), the false Bragg–Williams transition lies at 696 K. On a square lattice the pair approximation gives 1005 K, while the known exact condition, \(\sinh(|W|/kT_c)=1\), gives 790 K. Agreement on the chain does not carry over to the plane.

The temperature and spacing are rough values typical of metal-organic vapour-phase epitaxy of III–V alloys; \(W\) is a round model value of tens of meV, not a measured energy of a particular alloy. Some such alloys do grow with long-range atomic order. An isolated equilibrium row of equivalent sites with finite interaction energies of finite range cannot account for it, because such a row has no long-range order at \(T>0\). The equivalence of the sites matters. A surface reconstruction of doubled period can make alternate sites differ in energy, which is a field \(\pm h\) that is never removed. It imposes alternation even on a single row: to first order the A fractions of successive sites differ by \(2S(\pi)h/kT\), about 0.14 for \(h=10\) meV in this example. Real rows, however, are coupled, and growth need not reach equilibrium. The neglected effects can be sized by changing one setting at a time:

- An energy of \(+10\) meV per unlike second-neighbour pair changes \(\alpha_1\) to \(-0.411\); \(-10\) meV changes it to \(-0.329\). The positive sign favours like second neighbours, as alternation does.
- An ordering energy \(W_c=-10\) meV between adjacent rows changes \(\alpha_1\) only to \(-0.372\), but permits a real transition. The known condition \(\sinh(|W|/kT_c)\sinh(|W_c|/kT_c)=1\) places it at 373 K, well below the growth temperature. This \(W_c\) is an assumed value: \(W_c=W\) gives the 790 K quoted above, and \(W_c\) near \(-80\) meV lifts the transition above 900 K. Comparing correlation lengths on strips of 6 and 8 rows also gives 373 K.
- Taking \(W\) as \(-50\) or \(-70\) meV gives \(-0.312\) or \(-0.423\).
- Order frozen in at 800 K would be \(-0.410\). Equilibrium at 300 K would give \(-0.821\), which a cooled crystal need not reach if its atoms have stopped exchanging.

A closed row of 100 sites at fixed \(x=1/2\) has \(\alpha_1=-0.379\), lower than the infinite chain by 0.010. This is the leading \(1/N\) correction. When composition fluctuates about \(x=1/2\), the transfer matrix shows that the mean of \(y\) on the ring differs from the infinite-chain \(y\) only by terms of order \(|\alpha_1|^N\), which are negligible here. Averaging over the composition, whose variance is \(S(0)/N\), shows that to order \(1/N\) this mean equals \(y_N+\tfrac12y''S(0)/N\), where \(y_N\) is the fixed-composition value and \(y''=d^2y/dx^2\). Differentiating the quadratic for \(y\) gives \(dy/dq=1/[1+2(\eta-1)y]=1/R\). At \(x=1/2\), \(dq/dx=0\) and \(d^2q/dx^2=-2\), so \(y''=-2/R\). With \(S(0)=R/4\), \(y_N=y+1/(4N)\), and division by \(q=1/4\) lowers \(\alpha_1\) by \(1/N\). The remaining values are in the numerical output below.

## Computed results

```
composition x = 0.50
growth temperature = 900 K
thermal energy kT = 77.56 meV
ordering energy W = -60 meV
site spacing = 0.4 nm
eta = 0.2128
R = 0.4613
pair probability y_AB = 0.3422
pair probability y_AA = 0.1578
unlike-neighbour fraction 2y = 0.6843
random unlike-neighbour fraction = 0.5000
transfer-matrix alpha_1 = -0.3686
quasichemical alpha_1 = -0.3686
quasichemical alpha_2 = 0.1359
quasichemical alpha_3 = -0.0501
quasichemical alpha_4 = 0.0185
quasichemical alpha_5 = -0.0068
correlation length = 0.401 nm
mixing free energy per site = -89.42 meV
pair entropy per site / k = 0.6236
S(0) = 0.1153
S(pi) = 0.5419
comparison composition x = 0.30
comparison R = 0.5820
comparison y_AB = 0.2655
comparison alpha_1 = -0.2642
comparison alpha_1 at T->0 = -0.4286
false Bragg-Williams chain Tc = 696.3 K
pair approximation Tc, z=4 = 1004.5 K
exact square-lattice Tc = 790.0 K
strip estimate of square Tc = 792.0 K
second-neighbour energy size = 10 meV
alpha_1 with positive second energy = -0.4112
alpha_1 with negative second energy = -0.3291
cross-row ordering energy = -10 meV
alpha_1 with cross-row coupling = -0.3722
weakly coupled plane Tc = 372.7 K
strip estimate of that Tc = 373.0 K
finite closed row = 100 sites
finite closed row length = 40 nm
finite closed row alpha_1 = -0.3787
alpha_1 for W=-50 meV = -0.3116
alpha_1 for W=-70 meV = -0.4230
equilibrium alpha_1 at 800 K = -0.4096
equilibrium alpha_1 at 300 K = -0.8212
```
